# Half-Integer Pseudorotation from the Electronic Sign Change in the E-e Problem

## What symmetry fixes, and what it leaves open

A vacancy with a threefold axis can hold an electron in a doubly degenerate orbital level E. Distortions of type e, which come in pairs, lower its energy. Take one such pair with equal frequencies and a coupling linear in displacement. No direction in the plane of the two distortions is then preferred, and the favourable distortions form a circle. Motion round this circle is called pseudorotation: the pattern of distortion turns, while each atom moves about its own site.

Let the circle have radius $\rho_0$ and let $\varphi$ be the angle along it. Rotational symmetry makes the nuclear wave $e^{i\Lambda\varphi}$. With unit mass and $\hbar=1$, its energy is

$$E_\Lambda=\text{constant}+\frac{\Lambda^2}{2\rho_0^2}.$$

The boundary condition must still fix the allowed $\Lambda$. If one circuit multiplies the nuclear wave by $e^{2\pi i\alpha}$, then $\Lambda=n+\alpha$ with integer $n$. Without a magnetic field or spin-orbit coupling, time reversal turns each solution into one with $-\Lambda$. The set $n+\alpha$ must therefore equal its own negative, which requires $2\alpha$ to be an integer. Two possibilities remain:

$$\Lambda=0,\pm1,\pm2,\ldots\qquad\text{or}\qquad \Lambda=\pm\tfrac12,\pm\tfrac32,\ldots$$

The electronic state decides between them.

## The model and its units

Let the two distortions have mass $M$, frequency $\omega$ and linear coupling constant $g$. Measure lengths in $\sqrt{\hbar/M\omega}$ and energies in $\hbar\omega$. The Hamiltonian becomes

$$H=-\tfrac12\nabla^2+\tfrac12\rho^2+k(x\sigma_z+y\sigma_x),\qquad k=\frac{g}{\sqrt{\hbar M\omega^3}}>0,$$

with $x=\rho\cos\varphi$ and $y=\rho\sin\varphi$. The Pauli matrices act on two real electronic basis states. Spin-orbit coupling, quadratic coupling, anharmonicity, strain and other modes are omitted.

At fixed nuclei the electronic matrix is $k\rho\,(\cos\varphi\,\sigma_z+\sin\varphi\,\sigma_x)$. The matrix in brackets squares to one, so its eigenvalues are $\pm1$ and the two potential sheets are

$$V_\pm(\rho)=\tfrac12\rho^2\pm k\rho .$$

They touch at $\rho=0$, the conical intersection. Setting $V_-'=\rho-k=0$ gives a trough at $\rho=k$ with depth $k^2/2$, the Jahn-Teller energy.

## First case: a ring

Hold $\rho$ fixed. The real eigenvector of the lower sheet is

$$e_-(\varphi)=\begin{pmatrix}-\sin(\varphi/2)\\ \cos(\varphi/2)\end{pmatrix}.$$

To verify this, apply the bracketed matrix. The first component becomes

$$-\cos\varphi\sin\tfrac\varphi2+\sin\varphi\cos\tfrac\varphi2=\sin\tfrac\varphi2,$$

and the second becomes

$$-\sin\varphi\sin\tfrac\varphi2-\cos\varphi\cos\tfrac\varphi2=-\cos\tfrac\varphi2.$$

Both are minus the original components, so the eigenvalue is $-1$. The half angle gives

$$e_-(\varphi+2\pi)=-e_-(\varphi).$$

Now write the total state on the lower sheet as $\Psi=\chi(\varphi)e_-(\varphi)$. The angles $\varphi$ and $\varphi+2\pi$ describe the same nuclear positions, and the basis states of $H$ do not depend on $\varphi$. Hence $\Psi$ must be single-valued:

$$\chi(\varphi+2\pi)e_-(\varphi+2\pi)=\chi(\varphi)e_-(\varphi)
\quad\Rightarrow\quad \chi(\varphi+2\pi)=-\chi(\varphi).$$

For $\chi=e^{ij\varphi}$ this reads $e^{2\pi ij}=-1$, so

$$\boxed{\,j=\pm\tfrac12,\pm\tfrac32,\pm\tfrac52,\ldots\,}$$

**Limit: a loop beside the intersection.** If the loop does not enclose the origin, $\varphi$ rises and falls along it and returns to its initial value. The vector $e_-$ then returns without a sign change, and free motion round such a loop has integer labels.

This was tested on two rings of unit radius, one centred on the intersection and one centred two units away. Electronic eigenvectors were computed at 600 points and given random signs. Each hop between neighbouring points carried the sign of their electronic overlap. The enclosing ring gave labels $0.5,0.5,1.5,1.5,2.5,2.5$; the other gave $0,1,1,2,2$. Random signs do no harm because each eigenvector enters two overlaps, so reversing it leaves the product round the loop unchanged. That product is $-1$ for the first ring and $+1$ for the second.

**The same result with a single-valued electronic state.** The choice $\tilde e=e^{i\varphi/2}e_-$ is single-valued, so its nuclear factor is $e^{in\varphi}$ with integer $n$. Since $e_-$ is real and normalized, $\langle e_-|\partial_\varphi e_-\rangle=0$, and

$$-i\langle\tilde e|\partial_\varphi\tilde e\rangle=-i\cdot\tfrac i2=\tfrac12 .$$

The angular momentum acting on the nuclear factor is then $-i\partial_\varphi+\tfrac12$, with eigenvalues $n+\tfrac12$. The half unit has moved from the boundary condition into a vector potential, and the spectrum is the same.

## Generalization: both sheets and free radius

The ring argument used one sheet. To remove that restriction, collect both electronic eigenvectors as the columns of

$$R(\varphi)=e^{-i\varphi\sigma_y/2}=\begin{pmatrix}\cos(\varphi/2)&-\sin(\varphi/2)\\ \sin(\varphi/2)&\cos(\varphi/2)\end{pmatrix}.$$

The second column is $e_-$ and the first is its partner on the upper sheet. Both change sign on a circuit, so $R(2\pi)=-1$. Write $\Psi=RF$, where $F$ has one component for each sheet. Because $\Psi$ is single-valued, $F$ is antiperiodic.

The conserved angular momentum is

$$J=-i\partial_\varphi+\tfrac12\sigma_y .$$

It commutes with the kinetic energy and with $\rho^2$. For the coupling, the orbital part gives

$$[-i\partial_\varphi,\cos\varphi\,\sigma_z+\sin\varphi\,\sigma_x]=i\sin\varphi\,\sigma_z-i\cos\varphi\,\sigma_x .$$

With $[\sigma_y,\sigma_z]=2i\sigma_x$ and $[\sigma_y,\sigma_x]=-2i\sigma_z$, the electronic part gives

$$\tfrac12[\sigma_y,\cos\varphi\,\sigma_z+\sin\varphi\,\sigma_x]=i\cos\varphi\,\sigma_x-i\sin\varphi\,\sigma_z .$$

The sum vanishes, so $[J,H]=0$.

To see how $J$ acts on $F$, use $-i\partial_\varphi R=-\tfrac12\sigma_yR$ and the fact that $\sigma_y$ commutes with $R$:

$$-i\partial_\varphi(RF)=R\left(-i\partial_\varphi-\tfrac12\sigma_y\right)F,
\qquad J(RF)=R(-i\partial_\varphi F).$$

The eigenfunctions of $J$ thus have $F=e^{ij\varphi}f(\rho)$, and antiperiodicity makes $j$ half-integer. No assumption about the size of $k$ has entered.

The Hamiltonian is real in the original basis. Complex conjugation changes $-i\partial_\varphi$ to $+i\partial_\varphi$ and $\sigma_y$ to $-\sigma_y$, so it turns $J$ into $-J$. Levels with $j$ and $-j$ are degenerate. Since $j=0$ does not occur, this linear model has no unpaired level.

**Limit: no coupling.** At $k=0$ the lowest oscillator state has orbital angular momentum $l=0$ and two electronic partners, with $\sigma_y=\pm1$. They have $j=\pm\tfrac12$ and energy 1. Here $l$ is itself conserved and is an integer. For $k>0$ the coupling mixes values of $l$, and $J$, not $-i\partial_\varphi$, is conserved.

## The radial equation and the fate of the extra quarter

In polar coordinates the kinetic energy contains $(-i\partial_\varphi)^2/(2\rho^2)$. Acting on $F$, the angular operator becomes $j-\tfrac12\sigma_y$. Since $\sigma_y^2=1$,

$$\left(j-\tfrac12\sigma_y\right)^2=j^2+\tfrac14-j\sigma_y .$$

The coupling matrix becomes $\sigma_z$ in the new frame, and the radial equation is

$$\left[-\tfrac12\left(\partial_\rho^2+\tfrac1\rho\partial_\rho\right)+\frac{j^2+\frac14-j\sigma_y}{2\rho^2}+\tfrac12\rho^2+k\rho\,\sigma_z\right]f=Ef .$$

The quarter is the squared length of $\partial_\varphi e_-$: turning the electronic state costs kinetic energy. The term in $\sigma_y$ is purely off-diagonal in the sheet index, so it couples the two sheets.

Now drop the upper sheet and set $f_-=\rho^{-1/2}u$. Differentiation gives

$$f_-'=\rho^{-1/2}\left(u'-\frac{u}{2\rho}\right),\qquad
f_-''=\rho^{-1/2}\left(u''-\frac{u'}\rho+\frac{3u}{4\rho^2}\right),$$

and therefore

$$f_-''+\frac{f_-'}\rho=\rho^{-1/2}\left(u''+\frac{u}{4\rho^2}\right).$$

The last term contributes $-1/(8\rho^2)$ to the energy operator. The turning of the electronic state contributes $+\tfrac14/(2\rho^2)=+1/(8\rho^2)$. They cancel:

$$-\tfrac12u''+\left[\frac{j^2}{2\rho^2}+\tfrac12\rho^2-k\rho\right]u=Eu .$$

The centrifugal term is thus $j^2/(2\rho^2)$, as for the simple ring, but with half-integer $j$.

Dropping the upper sheet restricts the states allowed at given $j$. By the variational principle, the lowest energy found this way cannot lie below the true one for that $j$. At the trough the inter-sheet coupling has size $|j|/(2k^2)$ and the gap is $2k^2$. Second-order perturbation theory then gives a lowering of

$$\frac{(j/2k^2)^2}{2k^2}=\frac{j^2}{8k^6}$$

at leading order for large $k$.

## Limit of strong coupling: the rotor law

Put $\rho=k+\delta$. The lower potential is

$$\tfrac12\rho^2-k\rho=-\tfrac12k^2+\tfrac12\delta^2,$$

a unit-frequency oscillator with zero-point energy $\tfrac12$. For large $k$ its ground state is negligible near $\rho=0$, so $\delta$ may range over the whole line in the expansion. The centrifugal term needs

$$\frac1{\rho^2}=\frac1{k^2}-\frac{2\delta}{k^3}+\frac{3\delta^2}{k^4}-\cdots .$$

In the radial ground state $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=\tfrac12$. Multiplying the average by $j^2/2$ gives

$$E_j=-\frac{k^2}2+\frac12+\frac{j^2}{2k^2}+\frac{3j^2}{4k^4}+O(k^{-6}).$$

There is no $k^{-5}$ term because $\langle\delta^3\rangle=0$. The linear term acts first in second order. Its perturbation is $-j^2\delta/k^3$, the matrix element of $\delta$ to the first excited state is $1/\sqrt2$, and the energy denominator is $-1$. The result, $-j^4/(2k^6)$, describes the outward stretching of the trough by pseudorotation. The $\delta^4$ average and the upper sheet also enter at $k^{-6}$.

Both displayed rotational terms are proportional to $j^2$. The ratio of the first two excitation energies therefore tends to

$$\frac{E_{5/2}-E_{1/2}}{E_{3/2}-E_{1/2}}\to\frac{25/4-1/4}{9/4-1/4}=3 .$$

For labels 0, 1 and 2 the corresponding ratio would be $4/1=4$. At strong coupling the spacing thus distinguishes the two boundary conditions without a precise value of the trough radius. At weaker coupling both ratios change, and the ratio alone does not decide.

## Arbitrary coupling: a chain for each $j$

For numerical energies, and for the opposite limit, use circular quanta

$$a_\pm^\dagger=\frac{a_x^\dagger\pm i a_y^\dagger}{\sqrt2},\qquad x+iy=a_+^\dagger+a_- .$$

A state with $n_+$ and $n_-$ quanta has oscillator energy $n_++n_-+1$ and $l=n_+-n_-$. Let $|\pm\rangle=(1,\pm i)^T/\sqrt2$ be the eigenstates of $\sigma_y$. Since $\sigma_z|+\rangle=|-\rangle$ and $\sigma_x|+\rangle=i|-\rangle$,

$$(x\sigma_z+y\sigma_x)|+\rangle=(x+iy)|-\rangle .$$

The coupling from $|-\rangle$ to $|+\rangle$ is the Hermitian conjugate. For $j>0$ set $l=j-\tfrac12$. The states of this sector are

$$|l+m,m;+\rangle,\quad |l+m+1,m;-\rangle,\qquad m=0,1,2,\ldots$$

Ordered by total quanta they form a chain with diagonal energies $l+1,l+2,l+3,\ldots$ The operator $a_+^\dagger$ joins the two states of equal $m$ with element $k\sqrt{l+m+1}$. The operator $a_-$ takes $|l+m+1,m+1;+\rangle$ to $|l+m+1,m;-\rangle$ with element $k\sqrt{m+1}$. Each sector is a tridiagonal matrix.

**Limit: weak coupling.** The first state of the chain has energy $l+1$. Its one neighbour lies one unit higher and is coupled by $k\sqrt{l+1}$. Second order gives

$$E_j\simeq(l+1)(1-k^2)=\left(j+\tfrac12\right)(1-k^2).$$

This holds when $k^2(j+\tfrac12)\ll1$, so it fails sooner for larger $j$. The labels are still half-integers, but the energies are now linear in $j$, and the ratio of intervals is 2 at this order. For $k=0.5$ the formula gives a ground energy of $0.75$; the numerical value is $0.7738$, with $J=\pm0.5$. The numerical interval ratio is $2.034$. Half-integer labels and a spectrum proportional to $j^2$ are therefore separate statements: the first holds throughout this model, the second at strong coupling.

## A worked case at intermediate coupling

Choose $k=3$ and $\hbar\omega=40$ meV as round model parameters, not assigned to any material. The trough radius is 3 and the Jahn-Teller energy is $3^2/2=4.5$, or 180 meV. The rotor constant is $1/(2\cdot3^2)=0.0556$.

The full two-state Hamiltonian was diagonalized in products of $x$ and $y$ oscillator states, without assuming an angular label. Its eight lowest states form four doublets. Evaluating $J$ within each doublet gives the labels below; energies are in $\hbar\omega$.

| $\lvert j\rvert$ | full | lower sheet | series to $k^{-4}$ |
|---|---|---|---|
| 1/2 | −3.9829 | −3.9826 | −3.9838 |
| 3/2 | −3.8544 | −3.8534 | −3.8542 |
| 5/2 | −3.6231 | −3.6215 | −3.5949 |
| 7/2 | −3.3140 | −3.3118 | −3.2060 |

The chain energies agree with the full diagonalization within the test tolerance of $10^{-8}$. The coupled radial equation agrees to about $4\times10^{-6}$. That difference is of the size expected from its grid spacing $h=0.01$: central differences lower the kinetic energy by $h^2\langle p^4\rangle/24$, and $\langle p^4\rangle=\tfrac34$ in the radial ground state gives $3\times10^{-6}$.

The first pseudorotation interval is

$$-3.8544-(-3.9829)=0.1285,$$

or $0.1285\times40=5.14$ meV. The rotor term alone gives $(9/4-1/4)\times0.0556=0.111$. The next term adds $3\times2/(4\times81)=0.0185$, bringing the estimate to $0.130$, about 1% above the full value.

The lower-sheet energies lie above the full ones, as the variational argument requires. The excess grows from $0.0003$ at $j=\tfrac12$ to $0.0022$ at $j=\tfrac72$. The estimate $j^2/(8k^6)$ gives $0.0021$ for the latter but only $0.00004$ for the former. The estimate holds only at leading order for large $k$. At $k=3$ the ratio of excess to estimate falls steadily from about 7 at $j=\tfrac12$ to about 1 at $j=\tfrac72$, so the agreement at the last level does not confirm the estimate.

The series fails sooner. At $j=\tfrac72$ it lies $0.108$ above the full energy, nearly as much as the first interval. The stretching term $-j^4/(2k^6)$ is $-0.103$ there, so it has the right sign and size. It is not a full account. At the same order the $\delta^4$ average adds $+15j^2/(8k^6)=+0.032$ and the upper sheet adds $-0.002$, and higher orders matter at $k=3$.

As a control, the lower-sheet equation was solved with integer labels in place of $j$. Labels 0 and 1 give $-3.9998$ and $-3.9326$. The first lies $0.017$ below the true ground level and the second falls between the first two true levels. The integer spectrum would also begin with a single state, whereas the full calculation begins with a doublet.

The interval ratio is $2.799$ at $k=3$, $2.9987$ at $k=10$ and $2.9999$ at $k=20$, approaching the half-integer value 3. Between $k=10$ and $k=20$ the remainder of the series falls as $k^{-6.03}$ for $j=\tfrac12$ and $k^{-5.95}$ for $j=\tfrac32$, in accord with the stated order. These values and the remaining checks are in the numerical output.

## Where the result changes

The sign change and the conserved label respond differently to terms left out of the model.

A uniform strain can add $s\sigma_z$ to $H$. The electronic matrix then vanishes where $kx+s=0$ and $y=0$, so the intersection moves to $x=-s/k$. The circle $\rho=k$ encloses it when $|s|<k^2$, and the sign change on that circle survives. The strain breaks rotational symmetry, however, so $j$ is no longer conserved. More generally, a real electronic state can return only with sign $+1$ or $-1$. A continuous change of a real Hamiltonian cannot alter that sign while the gap stays open along the loop.

Spin-orbit coupling for a fixed spin projection can add a term proportional to $\sigma_y$. This commutes with $J$, so the half-integer labels remain. The electronic matrix is no longer real, the degeneracy at the origin is lifted, and the argument from a real sign change no longer applies. Complex conjugation reverses the added term, so $j$ and $-j$ at the same spin projection need not be degenerate.

For a real vacancy, the single pair of modes is a further approximation. The half-integer ladder in $j^2$ needs strong coupling, motion that stays on the lower sheet while encircling the intersection, and a potential that varies round the trough by much less than the rotational spacing. Strain and quadratic coupling both cause such a variation, and one that is small beside the Jahn-Teller energy can still split or shift the levels noticeably. Quadratic coupling keeps only the threefold symmetry, so $j$ is conserved only modulo 3: the pair $j=\pm\tfrac12$ stays degenerate, while $j=\pm\tfrac32$ splits into two single levels.

## Computed results

```
Energies in hbar*omega, lengths in oscillator lengths
Loop round the intersection, electronic sign: -1
Loop beside the intersection, electronic sign: +1
Ring labels, loop round it: [0.5 0.5 1.5 1.5 2.5 2.5]
Ring labels, loop beside it: [0. 1. 1. 2. 2.]
Squared phi derivative of electronic state: 0.25000
Input coupling k: 3.0 (dimensionless)
Input vibrational quantum: 40.0 meV
Trough radius: 3.0 oscillator lengths
Jahn-Teller energy: 4.500 hbar*omega
Jahn-Teller energy: 180.0 meV
Rotor constant 1/(2k^2): 0.05556 hbar*omega
Largest element of [H,J]: 8.5e-14 hbar*omega
Doublet 1: J = -0.5000, +0.5000
  full diagonalization -3.982885 hbar*omega
  coupled radial       -3.982888 hbar*omega
  lower sheet only     -3.982596 hbar*omega
  series to k^-4       -3.983796 hbar*omega
Doublet 2: J = -1.5000, +1.5000
  full diagonalization -3.854352 hbar*omega
  coupled radial       -3.854355 hbar*omega
  lower sheet only     -3.853391 hbar*omega
  series to k^-4       -3.854167 hbar*omega
Doublet 3: J = -2.5000, +2.5000
  full diagonalization -3.623120 hbar*omega
  coupled radial       -3.623124 hbar*omega
  lower sheet only     -3.621476 hbar*omega
  series to k^-4       -3.594907 hbar*omega
Doublet 4: J = -3.5000, +3.5000
  full diagonalization -3.313955 hbar*omega
  coupled radial       -3.313959 hbar*omega
  lower sheet only     -3.311773 hbar*omega
  series to k^-4       -3.206019 hbar*omega
Integer control, label 0: -3.999809 hbar*omega
Integer control, label 1: -3.932639 hbar*omega
Integer control, label 2: -3.748546 hbar*omega
Interval j=1/2 to 3/2: 0.128533 hbar*omega
Interval j=1/2 to 3/2: 5.141 meV
Weak coupling k=0.5, ground J: -0.5000, +0.5000
Weak coupling k=0.5, ground energy: 0.773787 hbar*omega
Interval ratio (5/2-1/2)/(3/2-1/2), k=0.5: 2.0338
Interval ratio (5/2-1/2)/(3/2-1/2), k=3.0: 2.7990
Interval ratio (5/2-1/2)/(3/2-1/2), k=10.0: 2.9987
Interval ratio (5/2-1/2)/(3/2-1/2), k=20.0: 2.9999
Remainder order in 1/k, j=1/2: 6.032
Remainder order in 1/k, j=3/2: 5.953
```
